# Huang-Rhys Factor and Zero-Phonon Weight of a Linearly Coupled Defect

## Problem

A point defect in a solid has two electronic states, a ground state $g$ and an excited state $e$. Both are coupled to one harmonic vibration with mass-weighted coordinate $Q$, conjugate momentum $P$ and angular frequency $\omega$. The potentials are

$$V_g(Q)=\tfrac12\omega^2Q^2,\qquad V_e(Q)=E_v+\tfrac12\omega^2Q^2-FQ .$$

Here $E_v$ is the electronic energy difference at $Q=0$, and $F>0$ is a constant force. The coupling is called linear because the two potentials differ by a constant and a term linear in $Q$.

The vibrational quantum is $\hbar\omega=0.1$ eV. After a vertical transition from $g$ to $e$ at $Q=0$, the energy falls by $E_{\rm rel}=1$ eV as the coordinate moves to the minimum of $V_e$. These are round model parameters and stand for no particular material.

The temperature is zero, so a transition starts from the lowest vibrational level of the initial electronic state. The electronic transition moment is taken to be independent of $Q$ (the Condon approximation).

1. Where does the zero-phonon line lie relative to the vertical absorption energy, and how large is the Stokes shift between vertical absorption and vertical emission?
2. The Huang-Rhys factor $S$ is the mean number of vibrational quanta present in the excited state just after absorption. Find it.
3. What share of the total transition strength belongs to the zero-phonon line?
4. How is the rest distributed over the phonon sidebands?

## Hints

**Hint 1.** Complete the square in $V_e$. What changes, the curvature of the well or its position?

**Hint 2.** Write the lowering operator of each well in terms of $Q$ and $P$. The two operators differ by a number. Let the operator of the excited-state well act on the lowest level of the ground-state well.

**Hint 3.** In the Condon approximation the vibrational part of a transition amplitude is an overlap integral. For the zero-phonon line it is an integral over two Gaussians of equal width with different centres.

**Hint 4.** The result of Hint 2, projected on the levels of the displaced well, connects each overlap with the one before it.

## Full solution

### 1. The energies

Completing the square gives

$$V_e(Q)=E_v+\tfrac12\omega^2\left(Q-\frac{F}{\omega^2}\right)^2-\frac{F^2}{2\omega^2}.$$

Expanding the square confirms this: the cross term is $-FQ$, and the constant $+F^2/(2\omega^2)$ is cancelled by the last term. The linear coupling therefore leaves the frequency unchanged and moves the minimum to

$$\Delta Q=\frac{F}{\omega^2}.$$

The relaxation energy in the excited state is

$$E_{\rm rel}=V_e(0)-V_e(\Delta Q)=\frac{F^2}{2\omega^2}=\tfrac12\omega^2\Delta Q^2 .$$

After a vertical return to the ground state at $Q=\Delta Q$, the energy released there is

$$V_g(\Delta Q)-V_g(0)=\tfrac12\omega^2\Delta Q^2=E_{\rm rel}.$$

The two relaxation energies are equal because the two wells have the same curvature. The vertical energies are

$$V_e(0)-V_g(0)=E_v,$$

$$V_e(\Delta Q)-V_g(\Delta Q)=(E_v-E_{\rm rel})-E_{\rm rel}=E_v-2E_{\rm rel}.$$

Their difference, the Stokes shift, is $2E_{\rm rel}=2$ eV.

The zero-phonon line connects the lowest vibrational level of one well with the lowest level of the other. Both levels lie $\hbar\omega/2$ above their minima, so the zero-point energies cancel:

$$E_{\rm ZPL}=\left(E_v-E_{\rm rel}+\tfrac12\hbar\omega\right)-\tfrac12\hbar\omega=E_v-E_{\rm rel}.$$

The line lies 1 eV below vertical absorption and 1 eV above vertical emission.

This distinction matters when the energy difference between the two relaxed states is read from an absorption spectrum. That difference is $E_v-E_{\rm rel}$, whereas the vertical absorption energy is $E_v$. Using the second in place of the first would overestimate the difference by 1 eV in this model.

### 2. The Huang-Rhys factor

The lowest state of the ground-state well has the rms spread

$$\sigma=\sqrt{\frac{\hbar}{2\omega}} .$$

With this length, the lowering operator of the ground-state well is

$$a=\frac{Q}{2\sigma}+\frac{i\sigma P}{\hbar}.$$

To check the factors, form the product with its adjoint and use $[Q,P]=i\hbar$:

$$a^\dagger a=\frac{Q^2}{4\sigma^2}+\frac{\sigma^2P^2}{\hbar^2}+\frac{i}{2\hbar}[Q,P]
=\frac{1}{\hbar\omega}\left(\frac{P^2}{2}+\frac{\omega^2Q^2}{2}\right)-\frac12 .$$

This is the number operator of the ground-state well. The excited-state well has the same frequency and is centred at $\Delta Q$. Its lowering operator follows by replacing $Q$ with $Q-\Delta Q$:

$$b=a-s,\qquad s=\frac{\Delta Q}{2\sigma}.$$

Let $|n_g\rangle$ and $|n_e\rangle$ be the vibrational levels of the two wells. Absorption starts from $|0_g\rangle$. In the Condon approximation the electronic transition leaves this vibrational state unchanged at first. Since $a|0_g\rangle=0$,

$$b|0_g\rangle=-s|0_g\rangle .$$

The mean number of quanta, counted in the excited-state well, is therefore

$$S=\langle0_g|b^\dagger b|0_g\rangle=s^2=\frac{\Delta Q^2}{4\sigma^2}.$$

Inserting $\sigma^2=\hbar/(2\omega)$ and then $E_{\rm rel}=\omega^2\Delta Q^2/2$ gives

$$S=\frac{\omega\Delta Q^2}{2\hbar}=\frac{E_{\rm rel}}{\hbar\omega}.$$

With the given energies,

$$S=\frac{1\ {\rm eV}}{0.1\ {\rm eV}}=10 .$$

The relaxation energy is worth ten vibrational quanta. The same number can be read from the geometry. Converting the two input energies to a mass-weighted length gives $\Delta Q=0.914\ {\rm u^{1/2}\,Å}$ and $\sigma=0.1446\ {\rm u^{1/2}\,Å}$, with u the atomic mass unit. The ratio is $\Delta Q/\sigma=6.325$, and

$$S=\left(\frac{6.325}{2}\right)^2=10.0 .$$

The force is $F=2.187\ {\rm eV/(u^{1/2}\,Å)}$. It satisfies $E_{\rm rel}=F\Delta Q/2=2.187\times0.914/2\ {\rm eV}=1.00$ eV, as the formulas of part 1 require.

### 3. The zero-phonon weight

Let $\mu$ be the electronic transition moment. Because it does not depend on $Q$, it can be taken out of the vibrational integral. The strength of the transition from $|0_g\rangle$ to $|n_e\rangle$ is then

$$|\mu|^2\,|\langle n_e|0_g\rangle|^2 .$$

The levels $|n_e\rangle$ form a complete set, so

$$\sum_{n=0}^{\infty}|\langle n_e|0_g\rangle|^2=\langle0_g|0_g\rangle=1 .$$

The total strength is $|\mu|^2$, and the share of the $n$-phonon line is $W_n=|\langle n_e|0_g\rangle|^2$. These weights refer to squared transition amplitudes. A measured absorption or emission intensity contains further factors of the photon energy, which must be divided out before the comparison.

The two lowest vibrational wavefunctions are

$$\chi_g(Q)=\frac{e^{-Q^2/(4\sigma^2)}}{(2\pi\sigma^2)^{1/4}},\qquad
\chi_e(Q)=\frac{e^{-(Q-\Delta Q)^2/(4\sigma^2)}}{(2\pi\sigma^2)^{1/4}} .$$

Their product contains the sum of two squares, which is rearranged about the midpoint:

$$Q^2+(Q-\Delta Q)^2=2\left(Q-\frac{\Delta Q}{2}\right)^2+\frac{\Delta Q^2}{2}.$$

The overlap becomes

$$\langle0_e|0_g\rangle=\frac{e^{-\Delta Q^2/(8\sigma^2)}}{\sqrt{2\pi\sigma^2}}
\int_{-\infty}^{\infty}e^{-(Q-\Delta Q/2)^2/(2\sigma^2)}\,dQ .$$

The integral equals $\sqrt{2\pi\sigma^2}$ and cancels the prefactor. Since $\Delta Q^2/(4\sigma^2)=S$, the remaining exponent is $-S/2$:

$$\langle0_e|0_g\rangle=e^{-S/2},\qquad W_0=e^{-S}.$$

For $S=10$ the overlap is $e^{-5}=6.74\times10^{-3}$. Its square is

$$W_0=e^{-10}=4.5\times10^{-5},$$

or 0.0045 %. About one part in 22,000 of the transition strength lies in the zero-phonon line.

The weight is small because the minima are more than six zero-point spreads apart. At the midpoint, where the product of the wavefunctions is largest, each wavefunction has fallen to $e^{-S/4}=e^{-2.5}$, about 8 % of its peak value. The electronic transition itself is not weak: the total strength is still $|\mu|^2$, and nearly all of it has moved into the phonon sidebands.

The formula can be compared with a calculation that does not use it. Diagonalizing both vibrational Hamiltonians on a grid and squaring the overlap of the two lowest eigenvectors gives $4.53999\times10^{-5}$, in agreement with $e^{-10}$ to all printed digits. The values are in the numerical output below. That agreement concerns the mathematics of the model. How well one harmonic mode describes a given defect is a separate question.

### 4. The phonon sidebands

Project $b|0_g\rangle=-\sqrt S\,|0_g\rangle$ on the level $|(n-1)_e\rangle$, with $n\ge1$. The raising operator obeys $b^\dagger|(n-1)_e\rangle=\sqrt n\,|n_e\rangle$. Taking the adjoint gives $\langle(n-1)_e|b=\sqrt n\,\langle n_e|$, and therefore

$$\sqrt n\,\langle n_e|0_g\rangle=-\sqrt S\,\langle(n-1)_e|0_g\rangle .$$

Squaring removes the sign:

$$W_n=\frac{S}{n}\,W_{n-1}.$$

Starting from $W_0=e^{-S}$ and applying this relation $n$ times gives a Poisson distribution,

$$W_n=e^{-S}\frac{S^n}{n!}.$$

The sum over $n$ is $e^{-S}e^{S}=1$, as completeness demands.

The recursion also locates the maximum. The weights grow with $n$ while $n<S$ and fall when $n>S$. For $S=10$ the step from $n=9$ to $n=10$ has the factor $10/10=1$, so these two lines are equally strong and are the strongest, with $W_9=W_{10}=0.125$. The one-phonon line has $W_1=10\,W_0=4.5\times10^{-4}$ and is still weak.

The absorption energies are

$$E_n=E_v-E_{\rm rel}+n\hbar\omega .$$

The mean phonon number is $S$, so the mean absorption energy is

$$E_v-E_{\rm rel}+S\hbar\omega=E_v .$$

The centre of the band lies at the vertical energy.

For the width, use $bb^\dagger=b^\dagger b+1$:

$$\langle(b^\dagger b)^2\rangle=\langle b^\dagger(b^\dagger b+1)b\rangle=S^2+S .$$

Subtracting the squared mean $S^2$ leaves the variance $S$. The rms energy width is

$$\sqrt S\,\hbar\omega=\sqrt{10}\times0.1\ {\rm eV}=0.32\ {\rm eV}.$$

The zero-phonon line therefore lies $S/\sqrt S=\sqrt{10}\approx3.2$ rms widths below the centre of the band.

The band is not symmetric about its mean. The lines with $n=0$ and $n=20$ are both ten quanta from the mean, but $W_{20}=1.9\times10^{-3}$ is about 41 times $W_0$. The recursion gives this ratio as the product of the factors $10/n$ from $n=1$ to $n=20$. A Gaussian centred at the mean would give the two lines equal weights, so it cannot describe both tails.

Emission at zero temperature starts from $|0_e\rangle$, for which $b|0_e\rangle=0$ and hence $a|0_e\rangle=+\sqrt S\,|0_e\rangle$. The sign differs from that in absorption, but the squared overlaps are the same. The emission energies are $E_v-E_{\rm rel}-n\hbar\omega$, with mean $E_v-2E_{\rm rel}$, the vertical emission energy. In terms of the weights $W_n$, the two bands are mirror images about the zero-phonon line. This picture of emission requires $E_v$ to be large enough. Lines with $n\hbar\omega\ge E_v-E_{\rm rel}$ have no positive photon energy; they carry 8 % of the weight for $E_v=2.5$ eV and 0.3 % for $E_v=3$ eV. The two potentials also cross, at $Q=E_v/F$, an energy $(E_v-2E_{\rm rel})^2/(4E_{\rm rel})$ above the minimum of $V_e$. For $2E_{\rm rel}\le E_v<4E_{\rm rel}$ this lies below the energy reached by vertical absorption, and any coupling between the two states, which the model leaves out, can then lead to decay without light.

### Limits and conditions

For weak coupling, $S\ll1$, the expansion of the exponential gives $W_0\approx1-S$ and $W_1\approx S$. Most of the strength is then in the zero-phonon line, and the leading loss goes into one sideband.

The opposite limit keeps $E_{\rm rel}$ fixed and lets $\hbar\omega$ become small. Then $S=E_{\rm rel}/\hbar\omega$ grows, $W_0$ tends to zero, and the rms width $\sqrt{E_{\rm rel}\hbar\omega}$ also tends to zero. The band contracts towards the vertical energy, which is the classical picture of a transition at fixed coordinate.

Besides harmonic potentials, the result $W_0=e^{-E_{\rm rel}/\hbar\omega}$ rests on the following conditions.

- **Equal frequencies.** If the curvature changes with the electronic state, the two Gaussians have different widths and the overlap integral must be done again. The two relaxation energies then differ as well.
- **One mode.** For several independent, linearly coupled modes, the vibrational states are products and so are the overlaps. The weight becomes $W_0=\exp(-\sum_i E_i/\hbar\omega_i)$, where $E_i$ is the relaxation energy in mode $i$. The total relaxation energy alone no longer fixes the weight: energy placed in low-frequency modes reduces it more.
- **Zero temperature.** At higher temperature some transitions start from excited vibrational levels, whose overlaps are different. The effect need not be small: for the present parameters the thermally averaged weight of the transitions $n_g\to n_e=n_g$, which all lie at the zero-phonon energy, is $1.4\times10^{-4}$ at 300 K, about three times the zero-temperature value.
- **Condon approximation.** If the transition moment depends on $Q$, it cannot be taken out of the integral, and the shares are no longer squared overlaps alone.
- **No vibronic mixing.** The vibration must not mix the electronic states with each other or with further states. Such mixing can occur in a degenerate electronic state (the Jahn-Teller effect). The levels then no longer belong to a single displaced well, and the formula does not apply in general.

## Variation 1: the 1 eV is a Stokes shift

*Suppose that 1 eV is the difference between the vertical absorption and emission energies, with $\hbar\omega=0.1$ eV as before. What are $S$ and $W_0$?*

The Stokes shift is $2E_{\rm rel}$, so each electronic state contributes a relaxation energy of 0.5 eV. Then

$$S=\frac{0.5\ {\rm eV}}{0.1\ {\rm eV}}=5,\qquad W_0=e^{-5}=6.7\times10^{-3}.$$

This weight is $e^{5}\approx148$ times that of the original problem. A factor of two in the meaning of an energy has changed the weight by two orders of magnitude. A quoted "relaxation energy" is therefore usable here only when it is clear whether it refers to one electronic state or to the sum over both.

The value $6.7\times10^{-3}$ also appeared in part 3, as the overlap *amplitude* for $S=10$. This is no accident of rounding: the amplitude for a given $S$ is $e^{-S/2}$, which is the weight for half that $S$.

## Variation 2: an uncertain relaxation energy

*The relaxation energy is raised by 10 % to 1.1 eV, while $\hbar\omega$ stays at 0.1 eV. How much does the zero-phonon weight change?*

The Huang-Rhys factor rises from 10 to 11, so

$$W_0=e^{-11}=1.7\times10^{-5}.$$

The weight falls by the factor $e^{11-10}=e\approx2.72$. A 10 % decrease of $E_{\rm rel}$ would raise it by the same factor, because $S$ would then fall by one.

For small changes of both energies, differentiate $\ln W_0=-E_{\rm rel}/\hbar\omega$:

$$\delta\ln W_0=-S\left(\frac{\delta E_{\rm rel}}{E_{\rm rel}}-\frac{\delta\omega}{\omega}\right).$$

Relative errors of the inputs are multiplied by $S$ in the logarithm of the weight. With $S=10$, even a 1 % error in $E_{\rm rel}$ changes $W_0$ by about 10 %. The two figures in $4.5\times10^{-5}$ thus belong to the stated model parameters. If the relaxation energy of a real defect with $S\approx10$ were known to 10 %, its zero-phonon weight would be known to about a factor of three in either direction, even if the model itself held.

## Values computed for the example and the checks

```
Vibrational quantum: 0.100 eV
Relaxation energy, input: 1.000 eV
Linear force F: 2.1874 eV/(u^(1/2) angstrom)
Displacement of the minimum: 0.9143 u^(1/2) angstrom
Zero-point spread sigma, grid: 0.1446 u^(1/2) angstrom
Displacement / sigma: 6.3246 (no unit)
Relaxation energy in excited state, minimized: 1.0000 eV
Relaxation energy in ground state: 1.0000 eV
Stokes shift: 2.0000 eV
Zero-phonon line relative to vertical absorption: -1.0000 eV
Huang-Rhys factor, energy ratio: 10.0000 (no unit)
Huang-Rhys factor, displacement and spread: 10.0000 (no unit)
Zero-phonon overlap, grid: 6.737947e-03 (no unit)
Zero-phonon weight, grid: 4.539993e-05 (no unit)
Zero-phonon weight, exp(-S): 4.539993e-05 (no unit)
Zero-phonon weight in percent: 0.00454 %
Weight with 1 phonons, grid: 4.539993e-04 (no unit)
Weight with 5 phonons, grid: 3.783327e-02 (no unit)
Weight with 9 phonons, grid: 1.251100e-01 (no unit)
Weight with 10 phonons, grid: 1.251100e-01 (no unit)
Weight with 11 phonons, grid: 1.137364e-01 (no unit)
Weight with 20 phonons, grid: 1.866081e-03 (no unit)
Sum of weights for 0 to 41 phonons: 1.00000000 (no unit)
Mean phonon number, grid: 10.00000 (no unit)
Variance of phonon number, grid: 10.00000 (no unit)
Rms energy width: 0.3162 eV
S if 1 eV were the Stokes shift: 5.000 (no unit)
Zero-phonon weight in that case, grid: 6.737947e-03 (no unit)
Ratio of that weight to the correct one: 148.41 (no unit)
Zero-phonon weight for E_rel = 1.10 eV, grid: 1.670170e-05 (no unit)
Reduction factor for 10% larger E_rel: 2.7183 (no unit)
```
